# Kelvin relations: what energy conservation gives and what reciprocity adds

## 1. Form of the answer

Let a conductor carry a steady charge current density \(J\) along \(x\), with temperature \(T(x)\); a prime on \(T\) means \(d/dx\). The material is homogeneous and inversion-symmetric, there is no magnetic field, and the response is linear and local.

The heat absorbed per unit volume is a scalar, while \(J\) and \(T'\) both change sign under \(x\to-x\). Neither can therefore appear alone. To second order in the gradients the possible terms are \(J^2\), \(JT'\), \(T'^2\) and \(T''\). Of these, \(JT'\) alone is odd in the current, so the reversible heat has the form

\[
h_{\rm odd}=K\,J\,T' .
\]

This defines the Thomson coefficient \(K\), which is positive if heat is absorbed when \(J\) points toward the hot side.

The units narrow the relations further. \(K\) and the Seebeck coefficient \(S\) are in V/K, and the Peltier coefficient \(\Pi\) is in V. Hence \(\Pi\) can be compared with \(TS\), and \(K\) with \(S\), \(d\Pi/dT\) and \(T\,dS/dT\). Dimensions fix neither the numerical factors nor the combination. The results derived below are

\[
\text{(A)}\quad K=\frac{d\Pi}{dT}-S,\qquad
\text{(B)}\quad \Pi=TS,\qquad
\text{(C)}\quad K=T\frac{dS}{dT}.
\]

Given the transport laws, (A) needs only the conservation of energy and charge. (B) is equivalent to reciprocity. (C) follows from the two together; energy conservation by itself does not give it.

## 2. Energy conservation gives (A)

Let the carriers have charge \(q\) and electrochemical potential \(\tilde\mu\), and define \(\tilde\phi=\tilde\mu/q\) and \(\mathcal E=-d\tilde\phi/dx\). The coefficients are defined by

\[
J=\sigma(\mathcal E-ST'),\qquad J_Q=\Pi J-\kappa T' .
\]

Thus \(S=\mathcal E/T'\) at zero current, and \(\Pi=J_Q/J\) at uniform temperature.

The heat current is not the whole energy current. Since \(T\,d(\text{entropy})=dU-\tilde\mu\,dN\), a carrier of total energy \(E\) brings the heat \(E-\tilde\mu\). With the particle current \(J/q\), this gives

\[
J_Q=J_E-\tilde\mu\,\frac{J}{q}=J_E-\tilde\phi J .
\]

In a steady state the energy stored in a slice is constant. If more energy leaves the slice than enters it, the surroundings supply the difference, so the heat absorbed per volume is \(h=dJ_E/dx\). Charge conservation makes \(J\) uniform, and in a homogeneous material \(\Pi\) varies through \(T\) alone. Therefore

\[
h=\frac{d}{dx}\left(\Pi J-\kappa T'+\tilde\phi J\right)
=J\frac{d\Pi}{dT}T'-(\kappa T')'-\mathcal E J .
\]

The transport law gives \(\mathcal E=J/\sigma+ST'\). Substitution yields

\[
h=-\frac{J^2}{\sigma}-(\kappa T')'+\left(\frac{d\Pi}{dT}-S\right)JT' .
\]

The first term is Joule heat, which is released. The second is the heat needed to hold the temperature profile against conduction. Now reverse \(J\) while the thermostats keep \(T(x)\) unchanged. The first two terms stay the same, and half the difference is

\[
\frac{h(J)-h(-J)}{2}=\left(\frac{d\Pi}{dT}-S\right)JT' ,
\]

which is (A). No relation between \(\Pi\) and \(S\) has been used, and \(\sigma\) and \(\kappa\) may depend on temperature.

Where the material changes, \(\Pi\) jumps, while \(\tilde\phi\) is continuous at an ideal contact. The same balance then gives the Peltier heat absorbed per area, \((\Pi_{\rm right}-\Pi_{\rm left})J\) for current flowing to the right.

## 3. Relation (B) is a statement about reciprocity

Reciprocity refers to fluxes paired with the right forces, and entropy production identifies the pairs. A slice gains entropy \(h/T\) from its surroundings and loses \((J_Q/T)'\) by transport. In the steady state the production rate per volume is therefore

\[
s=\left(\frac{J_Q}{T}\right)'-\frac hT .
\]

Since \(h=(J_Q+\tilde\phi J)'=J_Q'-\mathcal EJ\), the terms in \(J_Q'\) cancel:

\[
s=\frac{J_Q'}{T}-\frac{J_QT'}{T^2}-\frac{J_Q'}{T}+\frac{\mathcal EJ}{T}
=JX_1+J_QX_2,
\]

\[
X_1=\frac{\mathcal E}{T},\qquad X_2=-\frac{T'}{T^2}.
\]

Write the linear laws as \(J=L_{11}X_1+L_{12}X_2\) and \(J_Q=L_{21}X_1+L_{22}X_2\).

- At \(J=0\), \(L_{11}\mathcal E/T=L_{12}T'/T^2\), so \(S=\mathcal E/T'=L_{12}/(TL_{11})\).
- At \(T'=0\), \(X_2=0\), so \(\Pi=J_Q/J=L_{21}/L_{11}\).

Consequently

\[
\Pi-TS=\frac{L_{21}-L_{12}}{L_{11}} .
\]

Relation (B) holds if and only if \(L_{12}=L_{21}\).

## 4. Reciprocity from the Boltzmann equation

Reciprocity can be derived for carriers scattered by a bath that stays in equilibrium at the local temperature. This excludes phonon drag, in which the current pushes the lattice vibrations out of equilibrium. The exclusion limits this derivation, not (B): Onsager's general theorem, not derived here, covers drag as well, provided \(J_Q\) includes the heat carried by the phonons. Scattering is taken as independent of spin.

**Symmetry of the rates.** Let \(w_{ab}\) be the rate from state \(a\) to an empty state \(b\), and let \(-a\) have the opposite momentum. Consider a process \(a\to b\) in which the bath goes from energy \(E_m\) to \(E_n\). Microscopic reversibility gives the time-reversed process, \(-b\to-a\) with the bath going back, the same elementary rate. The bath weights of the two initial states differ by \(e^{-(E_n-E_m)/kT}\), and energy conservation gives \(E_n-E_m=\varepsilon_a-\varepsilon_b\). Summing over bath states,

\[
w_{-b,-a}=e^{-(\varepsilon_a-\varepsilon_b)/kT}\,w_{ab}.
\]

Inversion symmetry gives \(w_{-b,-a}=w_{ba}\). The equilibrium occupation satisfies \(f^0=(1-f^0)e^{-(\varepsilon-\mu)/kT}\), so the equilibrium flux is

\[
G_{ab}=w_{ab}f^0_a(1-f^0_b)
=w_{ab}e^{-(\varepsilon_a-\mu)/kT}(1-f^0_a)(1-f^0_b)=G_{ba}.
\]

Each transition is balanced by its own reverse. This is detailed balance.

**Linearized collisions.** Write \(f_a=f_a^0+f_a^0(1-f_a^0)\varphi_a\). To first order,

\[
w_{ab}f_a(1-f_b)=G_{ab}\left[1+(1-f_a^0)\varphi_a-f_b^0\varphi_b\right].
\]

The reverse flux follows by exchanging \(a\) and \(b\). Gain minus loss for state \(a\), with \(G_{ab}=G_{ba}\), is

\[
\sum_bG_{ab}\left[(1-f_b^0)\varphi_b-f_a^0\varphi_a-(1-f_a^0)\varphi_a+f_b^0\varphi_b\right]
=-\sum_bG_{ab}(\varphi_a-\varphi_b).
\]

Call this \(-(P\varphi)_a\). The matrix \(P\) is symmetric because \(G\) is.

**Driving terms.** Let \(U(x)\) be the carrier's potential energy, so that \(\tilde\mu=\mu+U\) and the band energy changes at the rate \(-vU'\). To first order the steady streaming term is \(v\,(\partial f^0/\partial x|_\varepsilon-U'\,\partial f^0/\partial\varepsilon)\). Differentiating \(f^0\), which depends on \((\varepsilon-\mu)/kT\), gives

\[
\frac{v f^0(1-f^0)}{k}\left[\frac{\mu'+U'}{T}+\frac{(\varepsilon-\mu)T'}{T^2}\right]
=-\frac{v f^0(1-f^0)}{k}\left[qX_1+(\varepsilon-\mu)X_2\right],
\]

because \(\mu'+U'=\tilde\mu'=-q\mathcal E\). Setting this equal to \(-P\varphi\) gives

\[
P\varphi=\frac1k(a_1X_1+a_2X_2),
\]

\[
a_1=f^0(1-f^0)\,qv,\qquad a_2=f^0(1-f^0)(\varepsilon-\mu)v .
\]

**Currents.** In a volume \(V\), the charge current is \(J=V^{-1}\sum qv\,\delta f=V^{-1}a_1^{\mathsf T}\varphi\). Since \(E-\tilde\mu=\varepsilon-\mu\), likewise \(J_Q=V^{-1}a_2^{\mathsf T}\varphi\). Hence

\[
L_{ij}=\frac{1}{kV}\,a_i^{\mathsf T}P^{-1}a_j .
\]

The inverse is taken on functions odd in momentum, to which \(a_1\) and \(a_2\) belong and which \(P\) maps into themselves. It exists there if collisions link all states, directly or through others. The reason is that \(\varphi^{\mathsf T}P\varphi=\tfrac12\sum_{ab}G_{ab}(\varphi_a-\varphi_b)^2\) vanishes only for constant \(\varphi\), and a constant odd function is zero. The inverse of a symmetric matrix is symmetric, so \(L_{12}=L_{21}\) and (B) follows.

## 5. Relation (C), its converse, and the second law

Inserting (B) into (A) gives

\[
K=\frac{d(TS)}{dT}-S=S+T\frac{dS}{dT}-S=T\frac{dS}{dT}.
\]

Conversely, (A) and (C) together give \(d\Pi/dT=S+T\,dS/dT=d(TS)/dT\), hence \(\Pi=TS+\text{constant}\). Confirming (C) over a temperature range therefore does not establish (B) unless the constant is known to vanish.

Requiring the entropy production of transport to be positive cannot replace reciprocity. This production is

\[
s=L_{11}X_1^2+(L_{12}+L_{21})X_1X_2+L_{22}X_2^2 .
\]

It is positive for all nonzero forces if \(L_{11}>0\) and \(4L_{11}L_{22}>(L_{12}+L_{21})^2\). The difference \(L_{12}-L_{21}\) does not enter.

A twelve-state kinetic model shows the distinction numerically. It has six levels \(\varepsilon=0.5,1.5,\dots,5.5\), each with velocities \(\pm\sqrt\varepsilon\), a mean occupation held at 0.2, and rates \(w_{ab}=b_{ab}e^{(\varepsilon_a-\varepsilon_b)/2T}\) with symmetric, inversion-invariant random \(b_{ab}\) between 0.5 and 1.5; the numbers below belong to one such draw. Its units are \(k=1\) and level spacing 1, with carrier charge \(-1\) and \(T=1\). With detailed balance, \(\Pi/(TS)=1.000000\), and \(d\Pi/dT-S\) and \(T\,dS/dT\) are both \(-0.778\).

A fictitious bath is then given an extra steady flux of 0.5, independent of temperature, that circulates up through the levels and from the top level back to the bottom. The extra rates are tuned to \(f^0\) at the given temperature and filling. There every state gains as much as it loses, so \(f^0\) remains stationary, but detailed balance is broken. A bath in thermal equilibrium could not maintain such a flux; it would have to be driven from outside, and \(s\) does not count the entropy produced by that driving. Now \(L_{12}=-0.2647\) and \(L_{21}=-0.2711\), so \(\Pi/(TS)=1.024\). The Thomson coefficient required by (A) is \(-0.830\), whereas \(T\,dS/dT=-0.732\). The quantity \(1-(L_{12}+L_{21})^2/(4L_{11}L_{22})\) is still positive, at 0.375. These values depend on the choices made. A flux \(0.5\,T^2\) changes the pair \(-0.830\), \(-0.732\) to \(-0.776\), \(-0.726\), and reversing the loop gives \(\Pi/(TS)=0.926\). For strong driving the quantity above turns negative (\(-0.018\) at a flux of 50), which is no contradiction, since \(s\) omits the entropy produced by the driving.

## 6. Electron gas with a constant relaxation time

For a concrete \(S(T)\), take free electrons, \(q=-e\), whose odd deviation \(\delta f\) decays at the rate \(1/\tau\). Then \(\delta f\) is \(-\tau\) times the streaming term:

\[
\delta f=\frac{\tau}{k}\,v f^0(1-f^0)\left[qX_1+(\varepsilon-\mu)X_2\right].
\]

The ratio \(L_{12}/L_{11}\) follows by summing \(qv\,\delta f\). Averaged over directions, \(v^2=2\varepsilon/(3m)\), and the density of states is proportional to \(\varepsilon^{1/2}\). Hence

\[
S=\frac{L_{12}}{TL_{11}}=-\frac{\langle\varepsilon-\mu\rangle}{eT},
\qquad
\text{weight }\ \varepsilon^{3/2}\left(-\frac{\partial f^0}{\partial\varepsilon}\right).
\]

In a dilute gas \(f^0=e^{-(\varepsilon-\mu)/kT}\), and integration by parts gives

\[
\langle\varepsilon\rangle=\frac{\int_0^\infty\varepsilon^{5/2}e^{-\varepsilon/kT}d\varepsilon}{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT}d\varepsilon}=\frac52kT .
\]

With one type of carrier and a fixed density of ionized dopants, charge neutrality fixes the density \(n\). The Gaussian momentum integral, with a factor 2 for spin, gives

\[
n=2\int\frac{d^3p}{(2\pi\hbar)^3}\,e^{(\mu-p^2/2m)/kT}=N_c\,e^{\mu/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

Therefore \(\mu/kT=-\ln(N_c/n)\) and

\[
S=-\frac ke\left[\frac52+\ln\frac{N_c}{n}\right],\qquad
K=T\frac{dS}{dT}=-\frac32\frac ke=-129.26\ \mu\text{V/K},
\]

because \(T\,d\ln N_c/dT=3/2\). Per carrier, \(qK=\tfrac32k\), which is the constant-volume heat capacity of one classical particle.

The derivative must follow \(\mu(T)\) at fixed density. At fixed \(\mu\), the dilute \(S=-5k/(2e)+\mu/(eT)\) would give \(T\,dS/dT=-\mu/(eT)\). With \(\mu=-82.95\) meV, the value for \(n=10^{24}\ \text{m}^{-3}\) at 300 K, this is about \(+276.5\ \mu\)V/K, which has the wrong sign.

The dilute result fails when the exclusion principle matters. At 300 K the full average gives \(K=-128.81\ \mu\)V/K for \(n=10^{24}\ \text{m}^{-3}\), but \(-94.60\ \mu\)V/K for \(10^{26}\ \text{m}^{-3}\). These values rest on an energy-independent \(\tau\). With \(\tau\propto\varepsilon^r\) the term \(5/2\) becomes \(5/2+r\), so the dilute \(K\) is unchanged but \(S\) is not: at 300 K and \(10^{24}\ \text{m}^{-3}\), \(S=-450.6\ \mu\)V/K for \(r=-1/2\) and \(-622.0\ \mu\)V/K for \(r=3/2\), against \(-493.4\ \mu\)V/K for \(r=0\). At \(10^{26}\ \text{m}^{-3}\), \(K\) becomes \(-81.8\) and \(-133.8\ \mu\)V/K.

The numerical check also obtains \(S\), \(\Pi\) and \(K\) from their definitions. It uses a chain of thermostatted nodes that exchange electrons at fixed total energy and counts the particle and energy flows. At the three densities tested, \(S\) and \(\Pi\) agree with the formulas within a relative tolerance of \(10^{-4}\), and \(K\) within \(10^{-3}\).

## 7. Worked example: one leg of a thermocouple

Take \(n=10^{24}\ \text{m}^{-3}\), \(\tau=10^{-13}\) s and the free-electron mass. The leg is 1 mm long and 1 mm² in cross-section, with ends at 300 K and 400 K. A current \(I=10\) mA flows from cold to hot. The leads are idealized, with \(S=\Pi=0\).

| End | \(S\) (μV/K) | \(\Pi\) (mV) | \(K\) (μV/K) |
|---|---:|---:|---:|
| 300 K | −493.44 | −148.03 | −128.81 |
| 400 K | −530.52 | −212.21 | −128.96 |

The \(\Pi\) and \(K\) columns are computed from \(S(T)\) by (B) and (C), so the table itself does not test these relations. The node chain of Section 6 obtains the coefficients from their definitions instead, and at 300 K gives \(S=-493.44\ \mu\)V/K, \(\Pi=-148.032\) mV and \(K=-128.81\ \mu\)V/K. Its nodes exchange electrons with the same weight in both directions, so reciprocity is built in: the chain checks the formulas, not whether a given material obeys (B). In the first row, (B) reads \(300\ \text{K}\times(-493.44\ \mu\text{V/K})=-148.03\) mV. For (C), \(K\) is nearly constant here, so \(dS=K\,dT/T\) integrates to \(\Delta S\approx K\ln(400/300)\). This gives \(K\approx-37.08/0.2877\approx-128.9\ \mu\)V/K, consistent with the \(K\) column, as it must be by construction. Independently, the chain gives a Thomson voltage of \(-12.761\) mV over the inner 99 K of the leg, and \(\int T\,(dS/dT)\,dT\) over the same range is also \(-12.761\) mV.

The heats absorbed from the thermostats, odd in the current, are

\[
\begin{aligned}
\text{cold junction:}\quad&\Pi(300\ \text{K})\,I=-148.03\ \text{mV}\times10\ \text{mA}=-1.480\ \text{mW},\\
\text{hot junction:}\quad&-\Pi(400\ \text{K})\,I=+212.21\ \text{mV}\times10\ \text{mA}=+2.122\ \text{mW},\\
\text{along the leg:}\quad&I\int K\,dT=-12.889\ \text{mV}\times10\ \text{mA}=-0.129\ \text{mW}.
\end{aligned}
\]

The electrons move against the current, from hot to cold. They take up heat at the hot junction, give off some along the leg as they cool, and release heat at the cold junction. The heat given off, \(0.129+1.480=1.609\) mW, is less than the 2.122 mW taken up.

The three heats add up to 0.513 mW. Integrating (A) shows where this energy goes:

\[
\Pi(300\ \text{K})-\Pi(400\ \text{K})+\int K\,dT=-\int S\,dT=51.287\ \text{mV}.
\]

Multiplied by 10 mA, this is 0.513 mW, the electrical work done by the Seebeck voltage.

Joule heating is separate and even in \(I\). To find it, integrate \(\sigma=e^2\tau\int(2\varepsilon/3m)\,g\,(-\partial f^0/\partial\varepsilon)\,d\varepsilon\) by parts, where \(g\propto\varepsilon^{1/2}\) is the density of states. Since \((\varepsilon g)'=\tfrac32g\), the result is \(\sigma=ne^2\tau/m=2818\) S/m. The resistance is then

\[
R=\frac{10^{-3}\ \text{m}}{(2818\ \text{S/m})(10^{-6}\ \text{m}^2)}=0.355\ \Omega,
\]

and \(I^2R=0.0355\) mW. Part of the Seebeck work is dissipated in this way inside the leg. Reversing the current and taking half the difference of the heats removes both the Joule and the conduction terms, provided the temperature is held fixed along the whole leg. If the leg is insulated and only its ends are held, the profile shifts with the current, and conduction carries about half of the Thomson heat to each end.

## Table of computed values

```
Kinetic model (level spacing = k_B = 1, charge = -1), T = 1
 detailed balance: circulating flux = 0.0
  L12 = -0.274637, L21 = -0.274637
  S = -1.217646, Pi = -1.217646, Pi/(T S) = 1.000000
  dPi/dT - S = -0.77809
  T dS/dT    = -0.77809
  1-(L12+L21)^2/(4 L11 L22) = 0.4593
 circulating bath: circulating flux = 0.5
  L12 = -0.264704, L21 = -0.271097
  S = -1.210304, Pi = -1.239535, Pi/(T S) = 1.024152
  dPi/dT - S = -0.82984
  T dS/dT    = -0.73230
  1-(L12+L21)^2/(4 L11 L22) = 0.3750
Electron gas at 300 K: node chain | formula
 density 1e+20 m^-3
  S  = -1286.82 | -1286.82 uV/K
  Pi = -386.047 | -386.047 mV
  K  = -129.26 | -129.26 uV/K
 density 1e+24 m^-3
  S  = -493.44 | -493.44 uV/K
  Pi = -148.032 | -148.032 mV
  K  = -128.81 | -128.81 uV/K
 density 1e+26 m^-3
  S  = -122.75 | -122.75 uV/K
  Pi = -36.826 | -36.826 mV
  K  = -94.60 | -94.60 uV/K
Leg: density 1e+24 m^-3, relaxation time 1e-13 s
 length 1 mm, area 1 mm^2, current 10 mA, cold to hot
 at 300 K: mu = -82.95 meV
  S = -493.44 uV/K, Pi = -148.03 mV, K = -128.81 uV/K
 at 400 K: mu = -125.64 meV
  S = -530.52 uV/K, Pi = -212.21 mV, K = -128.96 uV/K
 dilute formula: S(300 K) = -493.14 uV/K
 dilute limit: K = -1.5 k/e = -129.26 uV/K
 conductivity = 2817.9 S/m, resistance = 0.3549 ohm
 integral of S dT = -51.287 mV
 integral of K dT = -12.889 mV
 inner 99 K: chain -12.761, formula -12.761 mV
 heat absorbed, cold junction = -1.4803 mW
 heat absorbed, hot junction  = 2.1221 mW
 heat absorbed along the leg  = -0.1289 mW
 sum of the three heats = 0.5129 mW
 work by Seebeck voltage = 0.5129 mW
 Joule heat = 0.0355 mW
```
